\section*{Counting p electrons and vacancies in rocksalt Ge2Sb2Te5}

\section*{Question}

I am stuck on an exercise about the phase-change material $\mathrm{Ge_2Sb_2Te_5}$ in its metastable rocksalt form. I am asked to count the p electrons and the lattice sites, vacancies included, and to show that there are three p electrons per site and 20 percent cation vacancies.

I added up the valence p electrons and divided by the nine atoms in the formula, which gave $3.33$ and not $3$. Then I tried to fit nine atoms into a rocksalt lattice and found one empty site in ten, which is 10 percent and not 20. What am I dividing by wrongly? And why should an empty site count at all, when it has no orbitals to put electrons in?

\section*{Answer}

Your sums are right; both denominators need changing. The electrons are to be divided by the number of sites, and the vacancies by the number of cation sites. Your last question needs a separate argument, given after the count.

\subsection*{What is assumed about the structure}

Rocksalt consists of two interpenetrating face-centred cubic sublattices with equally many sites. I assume that

\begin{itemize}
\item Te fills one sublattice completely;
\item Ge, Sb and vacancies share the other, the cation sublattice;
\item the composition is the ideal one, 2:2:5.
\end{itemize}

The chemical formula alone says nothing about vacancies. They follow from the formula together with this structure.

\subsection*{Sites and vacancies}

Take one formula unit. Its five Te atoms occupy five Te sites. The sublattices are equally large, so there are also five cation sites, and
\begin{equation}
N_{\text{sites}} = 5 + 5 = 10 .
\end{equation}
The cations available are two Ge and two Sb, so
\begin{equation}
N_{\text{vac}} = 5 - (2+2) = 1 .
\end{equation}
This one vacancy can be expressed as two different fractions:
\begin{equation}
\frac{N_{\text{vac}}}{\text{cation sites}} = \frac{1}{5} = 20\ \text{percent},
\qquad
\frac{N_{\text{vac}}}{\text{all sites}} = \frac{1}{10} = 10\ \text{percent}.
\end{equation}
``20 percent cation vacancies'' means the first. You had found the second.

\subsection*{p electrons}

Count the electrons in the outermost p subshell of each neutral free atom. The outer configurations are
\begin{align}
\mathrm{Ge}&:\ 4s^2\,4p^2, & \mathrm{Sb}&:\ 5s^2\,5p^3, & \mathrm{Te}&:\ 5s^2\,5p^4 ,
\end{align}
which give 2, 3 and 4 p electrons. The s pairs are left out, on the assumption that they stay filled and take little part in the bonding. Per formula unit,
\begin{equation}
N_p = 2\cdot 2 + 2\cdot 3 + 5\cdot 4 = 4 + 6 + 20 = 30 .
\end{equation}
Therefore
\begin{equation}
\frac{N_p}{N_{\text{sites}}} = \frac{30}{10} = 3,
\qquad
\frac{N_p}{N_{\text{atoms}}} = \frac{30}{9} \approx 3.33 .
\end{equation}
The first ratio is the one asked for. In arsenic, a distorted simple cubic solid with an atom on every site, the two averages coincide: each atom has three valence p electrons, so each site has three.

\subsection*{The same vacancy fraction from the electron count}

Now leave the vacancy content open. Let a fraction $x$ of the cation sites be empty, and let Ge and Sb be equally numerous on the rest. An occupied cation site then carries $(2+3)/2 = 5/2$ p electrons on average, and a cation site of any kind carries $(1-x)\,5/2$. A Te site carries 4. Half of all sites belong to each sublattice, so the average per site is
\begin{equation}
n(x) = \frac12\left[4 + (1-x)\frac52\right]
     = 2 + \frac54 - \frac54 x
     = 3.25 - 1.25\,x .
\end{equation}
Requiring $n(x)=3$ gives $1.25\,x = 0.25$, or $x = 1/5$. The vacancy content fixed by the composition is thus the one that brings the count to three. With no vacancies the average would be $3.25$.

For other compositions, let there be $g$ Ge, $s$ Sb and $t$ Te atoms, with the Te sublattice still full. There are $2t$ sites, and the surplus over three electrons per site is
\begin{equation}
N_p - 3\cdot 2t = 2g + 3s + 4t - 6t = 2g + 3s - 2t .
\end{equation}
It vanishes when $2g + 3s = 2t$. This is the balance of the formal charges $\mathrm{Ge}^{2+}$, $\mathrm{Sb}^{3+}$ and $\mathrm{Te}^{2-}$: each cation gives up its p electrons, and each Te needs two more to fill its p shell. For your compound, $4 + 6 = 10$. Formal charges are bookkeeping; the real charge transfer may be much smaller.

Two limits show how the balance sets the vacancy content. With Ge as the sole cation, balance requires $g=t$, and no cation site is empty. With Sb alone it requires $s = 2t/3$, and one third of the cation sites are empty. Each Sb brings one electron more than a Ge, so fewer cations are needed. The equal mixture lies between these limits, at one fifth.

\subsection*{Why an empty site may be counted}

A site with an atom has three p orbitals, which hold six electrons with spin, so three electrons per site suggests a half-filled p shell. As you noticed, this cannot be taken literally here. The nine atoms offer $9\cdot 6 = 54$ places for 30 electrons, which is more than half filling. What matters is how many of these places lie below the energy gap.

Consider a simple model with three p orbitals on every atom and none on a vacancy. All Te orbitals have energy $\varepsilon_{\mathrm{Te}}$. The cation orbitals have energies of at least $\varepsilon_{\mathrm c}$, with $\varepsilon_{\mathrm c} > \varepsilon_{\mathrm{Te}}$. Electrons hop between nearest neighbours only, hence only between Te and cations. Let there be $N_{\mathrm{Te}}$ Te orbitals and $N_{\mathrm c}$ cation orbitals, not counting spin.

\emph{At least $N_{\mathrm{Te}}$ levels lie at or below $\varepsilon_{\mathrm{Te}}$.} Suppose there were fewer. Then more than $N_{\mathrm c}$ eigenstates would lie above $\varepsilon_{\mathrm{Te}}$. The space they span and the space of the Te orbitals would have dimensions adding up to more than $N_{\mathrm{Te}}+N_{\mathrm c}$, the dimension of the whole space, so they would share some normalized state $\phi$. As a mixture of eigenstates above $\varepsilon_{\mathrm{Te}}$, it would have $\langle\phi|H|\phi\rangle > \varepsilon_{\mathrm{Te}}$. As a state on Te orbitals alone, which are not coupled to one another, it would have $\langle\phi|H|\phi\rangle = \varepsilon_{\mathrm{Te}}$. This is a contradiction.

\emph{At least $N_{\mathrm c}$ levels lie at or above $\varepsilon_{\mathrm c}$.} Suppose there were fewer. Then more than $N_{\mathrm{Te}}$ eigenstates would lie below $\varepsilon_{\mathrm c}$, and their span would share a normalized state with the space of the cation orbitals. Its mean energy would have to be below $\varepsilon_{\mathrm c}$ for the first reason and at least $\varepsilon_{\mathrm c}$ for the second, again a contradiction.

The two groups do not overlap, and together they need all $N_{\mathrm{Te}}+N_{\mathrm c}$ levels. Hence the lower group has $N_{\mathrm{Te}}$ levels, the upper group has $N_{\mathrm c}$, and nothing lies between $\varepsilon_{\mathrm{Te}}$ and $\varepsilon_{\mathrm c}$. Per formula unit the lower group holds
\begin{equation}
2\ \text{(spin)} \times 3\ \text{(orbitals)} \times 5\ \text{(Te atoms)} = 30\ \text{electrons}.
\end{equation}
Cation vacancies do not alter this number, because it depends on Te alone. Since the Te sites are half of all sites, six places per Te site is the same as three per site with the empty ones included. That is why the vacancy belongs in the denominator: in this model, with the Te sublattice full, ``three per site'' says that the states below the gap are just filled. The proof needs all Te orbitals at one energy and uncoupled from one another. The real compound also has s orbitals, overlap between Te atoms and spin-orbit coupling, and with these a gap is no longer guaranteed. The count then only tells where a gap, if one remains, would have to lie.

\subsection*{A numerical check on a larger lattice}

Take a periodic block of $10\times10\times10 = 1000$ sites, of which 500 are cation sites, and place equal numbers of Ge and Sb and the vacancies at random on the cation sublattice. Counting site by site while the number of vacancies is varied in steps of two, one finds three p electrons per site at 100 vacancies and at no other number tried. This is $100/500 = 20$ percent.

For the orbital model I chose round energies of 0, 1.5 and 2.0 eV for Te, Sb and Ge, and hopping energies of 2.0 eV for orbitals pointing at each other and $-0.3$ eV for parallel orbitals side by side. These values are illustrative and not fitted to the material. The 500 Te atoms give room for $500\cdot 6 = 3000$ electrons below the gap. One random arrangement was diagonalized for each vacancy content:

\begin{center}
\begin{tabular}{cccc}
$x$ (percent) & p electrons & room below gap & excess \\
0 & 3250 & 3000 & $+250$ \\
20 & 3000 & 3000 & 0 \\
40 & 2750 & 3000 & $-250$
\end{tabular}
\end{center}

Without vacancies, 250 electrons must go into states above the gap. At 40 percent, 250 places below it stay empty. In either case the boundary between filled and empty states does not fall in the gap. Without vacancies it lies inside the upper group; at 40 percent it lies among many levels that coincide at $\varepsilon_{\mathrm{Te}}$, the top of the lower group. Whether the model then conducts like a metal is a further question, which the count does not decide. At 20 percent the lower group is full and the upper one empty.

For $x=20$ percent the levels next to the gap lie at 0.0 and 1.8 eV. The proof guarantees a gap of at least $\varepsilon_{\mathrm c}-\varepsilon_{\mathrm{Te}} = 1.5$ eV for these parameters; the computed one is somewhat wider. Its exact width depends on the size of the block and on the arrangement of the atoms as well as on the chosen parameters, and it does not predict the gap of the real compound. Other random arrangements of this block put the upper edge between 1.74 and 1.78 eV. The gap is also sensitive to what the model omits: in a $10\times6\times6$ block at the same vacancy content, hopping of 0.6 and $-0.1$ eV between second-neighbour Te atoms narrows it from about 1.8 to 0.5 eV. The lower edge sits at the Te level for a simple reason. With vacancies there are more Te orbitals than cation orbitals, so some combinations of Te orbitals can be chosen for which the hopping onto every cation orbital cancels. These are eigenstates with energy $\varepsilon_{\mathrm{Te}}$. The full figures are in the numerical output below.

\subsection*{When the count changes}

Suppose that $w$ Te sites per formula unit are also empty, at the same composition. Each sublattice then has $5+w$ sites, and
\begin{equation}
\frac{N_p}{N_{\text{sites}}} = \frac{30}{10+2w} < 3,
\qquad
\frac{N_{\text{vac,cation}}}{\text{cation sites}} = \frac{1+w}{5+w} > \frac15
\qquad (w>0).
\end{equation}
Both results therefore rest on the full Te sublattice. The gap argument does not: the lower group still holds six electrons per Te atom, 30 per formula unit, and is still just filled. In the model the condition for filling is $2g+3s=2t$, which equals three electrons per site only when no Te site is empty.

Exchanging a Te atom with a cation is different. It changes neither the number of electrons nor the number of sites, so the average stays at three. It does put Te atoms next to each other, and the gap argument, which needed Te orbitals uncoupled from one another, no longer applies as it stands. A change of composition away from $2g+3s=2t$ shifts the average itself. In a structure other than rocksalt, the sites have to be counted afresh.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Ge: Z = 32, valence p electrons = 2
Sb: Z = 51, valence p electrons = 3
Te: Z = 52, valence p electrons = 4
As: Z = 33, valence p electrons = 3
p electrons from Ge per formula unit: 4
p electrons from Sb per formula unit: 6
p electrons from Te per formula unit: 20
p electrons per formula unit: 30
atoms, sites, vacancies per formula unit: 9, 10, 1
vacancies / cation sites: 20.0 percent
vacancies / all sites: 10.0 percent
p electrons per site: 3.000
p electrons per atom: 3.333
lattice: 1000 sites, 500 cation sites
vacancies giving three p electrons per site: 100
model levels Te, Sb, Ge: 0.0, 1.5, 2.0 eV
model hopping sigma, pi: 2.0, -0.3 eV
x = 0 percent: p electrons per site = 3.250
  p electrons = 3250, room below gap = 3000, excess = 250
  gap edges = -0.001 and 1.651 eV
x = 20 percent: p electrons per site = 3.000
  p electrons = 3000, room below gap = 3000, excess = 0
  gap edges = 0.000 and 1.790 eV
x = 40 percent: p electrons per site = 2.750
  p electrons = 2750, room below gap = 3000, excess = -250
  gap edges = 0.000 and 1.879 eV
As comparison, p electrons per site: 3
\end{verbatim}
